\section*{Three-quarter power law for the frequency at an image-rounded barrier top}

\section{What dimensions fix}

An electron leaving a metal for a semiconductor feels two forces: its attraction to the metal, and a field that pulls it away. Let \(x\) be its distance from the metal, \(f=qF\) the constant outward force of a field of magnitude \(F\), and \(A/x^2\) the inward image force. The electron has charge \(-q\) and effective mass \(m\). Its potential energy has a maximum, near which it looks like an inverted oscillator,
\begin{equation}
V(x)\simeq V_{\max}-\tfrac12 m\omega^2(x-x_m)^2 .
\label{def}
\end{equation}
This defines \(\omega\). It is a classical quantity, the square root of a curvature divided by a mass, so \(\hbar\) cannot enter it. If the barrier contains no further length or energy, \(\omega\) depends on \(f\), \(A\) and \(m\) alone.

Take energy, length and time as base dimensions. Then \(f\) is energy/length, \(A\) is energy\(\times\)length, and \(m\) is energy\(\times\)time\(^2\)/length\(^2\). Put \(\omega=Cf^aA^bm^c\), with \(C\) a pure number. Matching the powers of energy, length and time gives
\begin{equation}
a+b+c=0,\qquad -a+b-2c=0,\qquad 2c=-1 .
\end{equation}
The last equation gives \(c=-\tfrac12\). The others become \(a+b=\tfrac12\) and \(-a+b=-1\), so \(b=-\tfrac14\) and \(a=\tfrac34\):
\begin{equation}
\omega=C\,f^{3/4}A^{-1/4}m^{-1/2}.
\label{dim}
\end{equation}
All three exponents are fixed before any maximum is located, provided that \(A\) and \(m\) do not depend on the field. The number \(C\) needs a derivation.

\section{The barrier}

Let the metal be an ideal plane conductor at \(x=0\), and let a semiconductor of permittivity \(\varepsilon\) fill \(x>0\). The potential in the semiconductor must be constant on the plane. A fictitious charge \(+q\) at \(-x\) achieves this, because each point of the plane is equally far from the electron and from its image. Uniqueness of the electrostatic solution makes the field in \(x>0\) that of the pair. The charges are \(2x\) apart, so the attraction is
\begin{equation}
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{A}{x^2},\qquad A=\frac{q^2}{16\pi\varepsilon}.
\end{equation}
With zero energy at infinite distance, the image energy is minus the work needed to remove the electron:
\begin{equation}
-\int_x^\infty\frac{A}{x'^2}\,dx'=-\frac{A}{x}.
\end{equation}
This is half the energy of two real charges \(2x\) apart, since the image moves with the electron and there is no field inside the metal.

Adding the uniform field, and measuring energy from the top of the unrounded barrier, we have
\begin{equation}
V(x)=-fx-\frac{A}{x}.
\label{V}
\end{equation}
The metal is assumed to respond instantly, and the field to be uniform over a few \(x_m\). The divergence at \(x\to0\) is an artefact of the continuum model; a real metal has a finite band bottom.

\section{First derivation: motion near the balance point}

The outward force is \(-dV/dx=f-A/x^2\). It vanishes at
\begin{equation}
x_m=\sqrt{A/f}.
\label{xm}
\end{equation}
Write \(x=x_m+u\) and use \(A=fx_m^2\). Newton's equation becomes
\begin{equation}
m\ddot u=f-\frac{fx_m^2}{(x_m+u)^2}
=f\left[1-\left(1+\frac{u}{x_m}\right)^{-2}\right].
\end{equation}
For \(|u|\ll x_m\), \((1+u/x_m)^{-2}\simeq1-2u/x_m\), so
\begin{equation}
m\ddot u\simeq\frac{2f}{x_m}\,u .
\end{equation}
The force points away from the balance point, which is therefore a maximum of \(V\). The definition (\ref{def}) gives \(m\ddot u=m\omega^2u\). Comparing the two,
\begin{equation}
m\omega^2=\frac{2f}{x_m}=2f\sqrt{\frac fA}=2f^{3/2}A^{-1/2}.
\label{stiff}
\end{equation}
The square root gives (\ref{dim}) with \(C=\sqrt2\). Now insert \(f=qF\) and \(A^{-1/4}=(16\pi\varepsilon)^{1/4}q^{-1/2}\). Since \(16^{1/4}=2\) and \(q^{3/4}q^{-1/2}=q^{1/4}\),
\begin{equation}
\boxed{\;\omega=2\sqrt2\,(\pi\varepsilon q)^{1/4}F^{3/4}m^{-1/2}\;}
\label{main}
\end{equation}

A uniform field has no curvature of its own. It acts by drawing the top towards the metal, \(x_m\propto F^{-1/2}\), where the image force varies faster. The stiffness \(2f/x_m=2A/x_m^3\) thus grows as \(F^{3/2}\) and the frequency as \(F^{3/4}\). The mass changes neither the position nor the shape of the top, only the acceleration.

An electron released at rest at \(u_0\) moves as \(u_0\cosh\omega t\) while \(u\) stays small. This gives a test that uses no curvature formula. Newton's equation was integrated in the full potential from \(u_0=10^{-5}x_m\) until the displacement had grown tenfold, and \(\omega\) was obtained from the elapsed time. For fields from 0.02 to 0.2~MV/cm at fixed mass, the fitted exponent was 0.75000. For masses from 0.1 to 0.92 free-electron masses \(m_0\) at fixed field, it was \(-0.50000\).

The same method shows where three quarters comes from. Replace \(-A/x\) by \(-B/x^n\) with \(n>0\). Balance requires \(f=nB/x_m^{n+1}\), and the stiffness is \(n(n+1)B/x_m^{n+2}=(n+1)f/x_m\). Since \(x_m\propto f^{-1/(n+1)}\),
\begin{equation}
\omega\propto f^{\frac12\left(1+\frac1{n+1}\right)}m^{-1/2}.
\end{equation}
The exponent is \(3/4\) for the image law \(n=1\), and \(2/3\) for \(n=2\).

\section{Second derivation: completing the square}

The shape can also be found without differentiation. Since \(\sqrt{fx}\,\sqrt{A/x}=\sqrt{fA}\),
\begin{equation}
V(x)=-2\sqrt{fA}-\left(\sqrt{fx}-\sqrt{A/x}\right)^2 .
\label{square}
\end{equation}
The square is never negative, so \(V_{\max}=-2\sqrt{fA}\), reached where \(fx=A/x\), in agreement with (\ref{xm}). The barrier lowering is
\begin{equation}
\Delta=2\sqrt{fA}=2fx_m=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
\end{equation}

Set \(x=x_m(1+s)\) with \(s>-1\), and \(g=\sqrt{fA}=fx_m=\Delta/2\). Then \(fx=g(1+s)\) and \(A/x=g/(1+s)\), and the depth below the top is
\begin{equation}
V_{\max}-V=g\left[(1+s)+\frac1{1+s}-2\right]=g\,\frac{s^2}{1+s}.
\label{shape}
\end{equation}

Now cut the barrier at a depth \(\delta\) and measure its width. With \(d=\delta/g\), equation (\ref{shape}) becomes \(s^2-ds-d=0\), whose roots are
\begin{equation}
s_\pm=\frac d2\pm\sqrt{d+\frac{d^2}{4}} .
\end{equation}
The width is therefore
\begin{equation}
w=x_m(s_+-s_-)=2x_m\sqrt{d}\,\sqrt{1+\frac d4}.
\end{equation}
For the parabola (\ref{def}), the half-width obeys \(\tfrac12m\omega^2(w/2)^2=\delta\), or \(m\omega^2=8\delta/w^2\). The barrier gives
\begin{equation}
\frac{8\delta}{w^2}=\frac{8gd}{4x_m^2d(1+d/4)}=\frac{2g}{x_m^2}\,\frac1{1+d/4}.
\label{width}
\end{equation}
As \(\delta\to0\) this tends to \(2g/x_m^2=2f/x_m\), the stiffness in (\ref{stiff}). Equation (\ref{main}) follows again.

This route also gives the error at finite depth. The midpoint of the cut moves outward by \(x_md/2\), because the barrier is steeper on the metal side. The width departs from the parabolic one by the factor \(\sqrt{1+d/4}\).

\section{What each derivation assumes}

The first derivation is local. It needs a balance point and the rate at which the force changes there, so it can include other smooth forces. The second needs the specific sum \(fx+A/x\), but describes the barrier at every depth within the model. The dimensional argument needs less algebra than either, but assumes that no other scale is present.

Depletion charge supplies such a scale. With uniform donor density \(N\), the outward force falls as \(f-\gamma x\), where \(\gamma=q^2N/\varepsilon\). It reaches zero at the depletion width \(W=f/\gamma\). The first method now gives
\begin{equation}
f-\gamma x-\frac A{x^2}=0,\qquad m\omega^2=\frac{2A}{x^3}-\gamma .
\end{equation}
Let \(\eta=\gamma x_m/f=x_m/W\ll1\) and \(x=x_m(1+\alpha)\). To first order the balance reads \(f-\eta f-f(1-2\alpha)=0\), so \(\alpha=\eta/2\). Then
\begin{equation}
m\omega^2\simeq\frac{2f}{x_m}(1-3\alpha)-\frac{\eta f}{x_m}
=\frac{2f}{x_m}(1-2\eta),
\end{equation}
and \(\omega\) falls by the fraction \(\eta\), where \(F\) is the field at the metal. The power law thus requires \(x_m\ll W\), which fails at very low field for fixed doping.

Within this condition the law can be written in terms of the total band bending \(q\psi\). The triangular field profile gives \(\psi=FW/2\), and \(W=\varepsilon F/(qN)\), so \(F=(2qN\psi/\varepsilon)^{1/2}\). At fixed \(\varepsilon\) and \(m\), \(\omega\propto(N\psi)^{3/8}\).

Both derivations use one mass. For an ellipsoidal valley the kinetic energy is \(\tfrac12\mathbf p\cdot M^{-1}\mathbf p\). A force along \(x\) changes \(p_x\) alone, so \(\ddot x=(M^{-1})_{xx}\dot p_x\). Hence \(1/m=(M^{-1})_{xx}\).

\section{A silicide contact on silicon}

Take n-type (100) silicon with rough typical parameters: relative permittivity 11.7, donor density \(3\times10^{16}\)~cm\(^{-3}\), and an unrounded barrier of 0.65~eV. The field is 0.1~MV/cm, or \(f=0.01\)~eV/nm. Four valleys have normal mass \(0.19m_0\) and two have \(0.92m_0\).

The image constant is \(A=0.03077\)~eV\,nm. Hence
\begin{align}
x_m&=\sqrt{0.03077/0.01}\ \text{nm}=1.75\ \text{nm},\\
\Delta&=2(0.01)(1.754)\ \text{eV}=35.1\ \text{meV},\\
m\omega^2&=2(0.01)/1.754\ \text{eV/nm}^2=0.0114\ \text{eV/nm}^2 .
\end{align}
The last value is \(1.83\times10^{-3}\)~N/m. Dividing by \(0.19m_0=1.73\times10^{-31}\)~kg and taking the root gives \(\omega=1.03\times10^{14}\)~s\(^{-1}\), or \(\hbar\omega=67.6\)~meV. The heavier normal mass gives 30.7~meV. The ratio, 2.20, is \(\sqrt{0.92/0.19}\).

For the lighter mass, the uniform-field model gives:
\begin{center}
\begin{tabular}{cccc}
\(F\) (MV/cm) & \(x_m\) (nm) & \(\Delta\) (meV) & \(\hbar\omega\) (meV)\\
0.02 & 3.92 & 15.7 & 20.2\\
0.05 & 2.48 & 24.8 & 40.2\\
0.10 & 1.75 & 35.1 & 67.6\\
0.20 & 1.24 & 49.6 & 113.7
\end{tabular}
\end{center}
At the doping of the example, depletion charge would lower \(\hbar\omega\) by about 10\% in the first row and 2\% in the second. Within the uniform-field model, each doubling of the field in the last three rows multiplies \(\hbar\omega\) by \(2^{3/4}=1.68\), but \(\Delta\) by \(2^{1/2}=1.41\). The quantum energy, already larger than the lowering in every row, therefore moves further ahead as the field grows.

These parameters suit a lightly doped rectifying contact under reverse bias, since the band bending of 1.08~eV exceeds the barrier. Its depletion width is 216~nm, so \(\eta=1.754/215.5=0.8\%\); solving the full balance equation also lowers \(\omega\) by 0.8\%. Discrete donors matter more: one donor at half the mean spacing of 32~nm, treated as a bare charge in bulk silicon, produces 0.0048~MV/cm. Added to the applied field, this alone would raise \(\omega\) by 3.5\%. For a donor at that distance from the metal, directly ahead of the electron, the donor is nearer to the barrier top than in this estimate, and its own image multiplies its field there by about 1.6; together these make the rise about 7\%. A contact edge that doubled the local field would raise it by 68\%. The chosen field is a quarter of a rough breakdown field of 0.4~MV/cm, and \(x_m\) is about three lattice constants, so the continuum image is usable but not precise. A static response is reasonable, since \(\hbar\omega\) is about 2\% of a rough 4~eV electronic response energy. Source and drain contacts of transistors are doped far more heavily. At \(10^{20}\)~cm\(^{-3}\) and 0.5~eV of bending, the depletion formulas give \(W\approx2.5\)~nm, \(F\approx4\)~MV/cm and \(x_m\approx0.3\)~nm. That is below one lattice constant, and (\ref{main}) should not be used there.

\section{Does this frequency govern transmission?}

For an ideal inverted parabola it does. Let \(E\) be the energy from the top, \(e=E/\hbar\omega\), and \(y=(x-x_m)/\ell\) with \(\ell=\sqrt{\hbar/m\omega}\). The Schr\"odinger equation is \(\psi''+(y^2+2e)\psi=0\). Its outgoing solution behaves as
\begin{equation}
\psi\sim y^{-1/2+ie}e^{iy^2/2},\qquad y\to+\infty .
\end{equation}
Continue it to negative \(y\) through the upper half-plane, \(y=|y|e^{i\theta}\) with \(\theta\) from 0 to \(\pi\). This term is the decaying one for \(\theta<\pi/2\) and the growing one beyond, so its coefficient survives; the term that may appear beside it is the incident wave. At \(\theta=\pi\) it has become the reflected wave, multiplied by \(e^{i\pi(-1/2+ie)}=-ie^{-\pi e}\). Reflected and transmitted fluxes are therefore in the ratio \(e^{-2\pi e}\). As they add to the incident flux,
\begin{equation}
T(E)=\frac1{1+e^{-2\pi E/\hbar\omega}} .
\end{equation}

At temperature \(\Theta\), let \(v=E/k_B\Theta\) and \(a=\hbar\omega/(2\pi k_B\Theta)\). Classical emission over the top has \(\int_0^\infty e^{-v}dv=1\), so the emission factor relative to it is
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{-v}}{1+e^{-v/a}}\,dv ,\qquad 0<a<1 .
\end{equation}
Shifting \(v\) by \(2\pi ia\) multiplies the integrand by \(e^{-2\pi ia}\). The strip between the two lines contains one pole, at \(v=i\pi a\), with residue \(ae^{-i\pi a}\). Thus \(I(1-e^{-2\pi ia})=2\pi ia\,e^{-i\pi a}\), and
\begin{equation}
I=\frac{\pi a}{\sin\pi a}=\frac{z}{\sin z},\qquad z=\frac{\hbar\omega}{2k_B\Theta}<\pi .
\end{equation}
Boltzmann weights are justified here: the rounded top lies 23.8\(k_B\Theta\) above the metal Fermi level at 300~K. The factor is 1.35 for the lighter mass and 1.06 for the heavier.

The real barrier is parabolic over a limited distance, however. Since \(m\omega^2=2f/x_m=\Delta/x_m^2\),
\begin{equation}
\frac{\Delta}{\hbar\omega}=\frac{m\omega x_m^2}{\hbar}=\left(\frac{x_m}{\ell}\right)^2
\propto m^{1/2}F^{-1/4}.
\label{criterion}
\end{equation}
The parabola can be trusted for transmission only when this ratio is large, and then only for energies near the top; deeper down, the true shape of the barrier and reflection at the metal still matter. Here it is 0.52 for the lighter mass and 1.14 for the heavier. For the lighter mass, \(\ell=2.4\)~nm exceeds the distance to the metal. In the uniform-field model the ratio reaches unity at 7~kV/cm for this mass and at 170~kV/cm for the other; it is large only well below those fields. At the doping of the example, \(x_m/W\) is already about 0.4 at 7~kV/cm, above the value \(2/(3\sqrt3)\approx0.385\) beyond which the balance equation with depletion charge has no root. No barrier top exists there, and the uniform-field model would need much lighter doping.

To size the error, the one-dimensional wave equation was solved with a flat metal floor 1 or 5~eV below the unrounded top, and the same mass on both sides. The potential was held constant beyond 60~nm. The emission factors at 300~K, relative to classical flow over the rounded top, are:
\begin{center}
\begin{tabular}{cccc}
\(m/m_0\) & parabola & 1 eV floor & 5 eV floor\\
0.19 & 1.35 & 0.61 & 0.32\\
0.92 & 1.06 & 0.60 & 0.38
\end{tabular}
\end{center}
The parabola predicts more emission than the classical value, whereas this model gives less for these floors and equal masses. That sign is not general. For the lighter mass, giving the metal the mass \(m_0\), with \(\psi'/m\) continuous, raises the factors to 1.06 and 0.61, and a floor of 0.15~eV with equal masses gives 1.26; these stay below the parabolic value. At the energy of the top, its transmission lies between 0.09 and 0.21, against the parabolic value 0.5. Reflection near the metal is expected. Close to the metal the kinetic energy is about \(A/x\), and the semiclassical condition \(kx\gg1\) requires \(x\gg\hbar^2/(2mA)\), which is 6.5~nm for the lighter mass and 1.3~nm for the heavier. Neither is small compared with \(x_m\). The dependence on the floor shows that matching to the metal matters. These factors are not predictions for a silicide, whose band structure and interface are left out.

The parabolic law does return in its own regime. In a test at the same field, the mass was raised until \(\Delta/\hbar\omega=30\), with a floor at 0.15~eV and a constant potential beyond 8~nm. At \(E/\hbar\omega=-0.3\), 0 and 0.3, the transmission agreed with 0.13, 0.50 and 0.87 to within 0.04. The agreement worsens as the floor deepens: the largest deviation is about 0.02 for a 1~eV floor and 0.04 for 5~eV, and at \(\Delta/\hbar\omega=10\) it is about 0.07 and 0.09. How large the ratio must be thus depends on the match to the metal. Equation (\ref{main}) thus gives the curvature frequency of the model barrier at any field, while (\ref{criterion}) indicates whether that frequency describes transmission near the top. The numerical output below lists the values for both masses, including the emission factors at 400~K.

\section*{Calculated quantities}
\begin{verbatim}
relative permittivity (rough): 11.7
normal masses (rough): 0.19, 0.92 m0
field: 0.1 MV/cm; temperature: 300 K
unrounded barrier (rough): 0.65 eV
image constant q^2/(16 pi eps): 0.03077 eV nm
distance of top x_m: 1.754 nm
barrier lowering: 35.08 meV
curvature at top: -0.01140 eV/nm^2
omega, mass 0.19: 1.0274e+14 1/s
omega, mass 0.92: 4.6688e+13 1/s
hbar omega, mass 0.19: 67.62 meV
hbar omega, mass 0.92: 30.73 meV
field exponent from motion: 0.75000
mass exponent from motion: -0.50000
mass 0.19: field MV/cm, x_m nm, lowering meV, hbar omega meV
  0.02  3.922  15.69  20.22
  0.05  2.481  24.81  40.21
  0.10  1.754  35.08  67.62
  0.20  1.240  49.61  113.72
lowering/(hbar omega), mass 0.19: 0.519
lowering/(hbar omega), mass 0.92: 1.142
field where ratio is 1, mass 0.19: 7.24 kV/cm
field where ratio is 1, mass 0.92: 169.84 kV/cm
oscillator length, mass 0.19: 2.435 nm
oscillator length, mass 0.92: 1.642 nm
emission factor relative to classical flow over rounded top:
  mass m0, T K, parabola, wave floor 1 eV, wave floor 5 eV
  0.19  300  1.354  0.612  0.317
  0.19  400  1.180  0.588  0.317
  0.92  300  1.061  0.595  0.383
  0.92  400  1.034  0.627  0.412
wave transmission at top, mass 0.19, floors 1 and 5 eV: 0.205, 0.098
wave transmission at top, mass 0.92, floors 1 and 5 eV: 0.169, 0.092
donor density: 3.0e+16 cm^-3
depletion width: 215.5 nm; band bending: 1.078 eV
omega change from depletion charge: -0.82 %
mean donor spacing: 32.2 nm
single-donor field: 0.0048 MV/cm
omega change if added to field: 3.54 %
omega ratio of the two valley types: 2.200
rounded top above metal Fermi level: 23.8 kT
field/breakdown field (rough 0.4 MV/cm): 0.25
x_m/lattice constant (rough 0.543 nm): 3.23
hbar omega/electronic response (rough 4 eV): 0.0169
\end{verbatim}
